**Optimal coupling of a gapped chain to a metal**

At a fixed gap energy, the end-site density per spin is ρ = γ/[π(D² + γ²)], with its maximum at γ = |D| when D is finite and nonzero. Here γ is half the level width caused by the metal, and D is the inverse end-site Green function of the isolated chain. The program asserts the closed form of D, the position and height of the maximum, and the fall beyond it against matrix inversion and numerical maximisation. It also diagonalizes the chain together with an explicit ladder of metal levels and asserts agreement with the density formula within 1%. Further assertions cover the decay into the chain, conservation of the total end-site weight, and two exceptional cases in a dimerised chain. For a half gap of 0.55 eV and a hopping of 0.70 eV, the output gives a midgap optimum of γ = 1.027 eV and a density of 0.155 per eV. Separate estimates show that a finite, off-centre metal band raises the maximum by 36%, while a 3.4 eV gap nearly doubles the optimal γ.

## Verification by program

```python
"""Result under test: a gapped chain touches a wide-band metal through its end site.
At a gap energy E the end-site density of states per spin is
    rho = gamma / (pi * (D^2 + gamma^2)),
largest at gamma = |D| and falling for every stronger coupling.
gamma : half the level width Gamma given to the end site by the metal (eV)
D(E)  : inverse end-site Green function of the isolated chain (eV)
delta : half gap; site energies alternate +delta, -delta, starting with +delta
t     : hopping between neighbours (eV);  a : site spacing (nm)
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

delta, t, a = 0.55, 0.70, 0.24
E0 = 0.0


def inverse_green(z, half_gap=delta):
    """Closed form of D for a semi-infinite chain, upper half plane or gap."""
    z = complex(z)
    return (z - half_gap) / 2 * (1 + np.sqrt(1 - 4 * t**2 / (z**2 - half_gap**2)))


def density(E, gamma):
    return -(1 / (inverse_green(E + 1e-12j) + 1j * gamma)).imag / np.pi


def chain_matrix(onsite, hops):
    return np.diag(onsite) + np.diag(hops, 1) + np.diag(hops, -1)


def alternating_chain(n):
    return chain_matrix(delta * (-1.0) ** np.arange(n), t * np.ones(n - 1))


def full_green(H, E, gamma):
    A = E * np.eye(len(H)) - H + 0j
    A[0, 0] += 1j * gamma
    return np.linalg.inv(A)


def site_densities(H, E, gamma):
    return -np.diag(full_green(H, E, gamma)).imag / np.pi


def maximise(function, low=0.01, high=50.0):
    """Maximum of a single-peaked function of a positive coupling."""
    res = minimize_scalar(lambda u: -function(np.exp(u)), method="bounded",
                          bounds=(np.log(low), np.log(high)),
                          options={"xatol": 1e-8})
    return np.exp(res.x), -res.fun


H = alternating_chain(80)
D0 = inverse_green(E0).real
gamma_opt = abs(D0)
rho_max = 1 / (2 * np.pi * gamma_opt)

# Closed chain formula and optimum against matrix inversion and direct search.
energies = (-0.3, 0.0, 0.3)
optima = []
for E in energies:
    D = inverse_green(E).real
    gap_formula = (delta - E) / 2 * (1 + np.sqrt(1 + 4*t**2 / (delta**2 - E**2)))
    G = full_green(H, E, 0.4)[0, 0]
    assert abs(1 / G - (D + 0.4j)) < 1e-8
    found, peak = maximise(lambda g: site_densities(H, E, g)[0])
    assert abs(found / gap_formula - 1) < 1e-5
    assert abs(peak * 2 * np.pi * gap_formula - 1) < 1e-8
    optima.append((E, gap_formula, 1 / (2 * np.pi * gap_formula)))
assert optima[0][1] > optima[1][1] > optima[2][1]
assert abs(gamma_opt - (delta + np.sqrt(delta**2 + 4*t**2)) / 2) < 1e-12

# Rise, fall, reciprocal symmetry and limits from the matrix.
grid = np.geomspace(0.02, 50, 60)
curve = np.array([site_densities(H, E0, x * gamma_opt)[0] for x in grid])
assert np.all(np.diff(curve[grid < 1]) > 0)
assert np.all(np.diff(curve[grid > 1]) < 0)
assert np.allclose(curve / rho_max, 2 * grid / (1 + grid**2), rtol=1e-8)
weak = site_densities(H, E0, 1e-3)[0]
strong = site_densities(H, E0, 1e3)[0]
assert abs(weak / (1e-3 / (np.pi * D0**2)) - 1) < 1e-5
assert abs(strong * np.pi * 1e3 - 1) < 1e-5


def occupation(gamma, shift=0.0):
    """End-site occupation per spin at zero temperature, Fermi energy zero."""
    f = lambda y: (1 / (inverse_green(1j * y) - shift + 1j * gamma)).real
    return 0.5 + quad(f, 0, np.inf, epsabs=1e-9, limit=200)[0] / np.pi


# Explicit metal: a wide ladder of levels, diagonalized together with the chain.
levels = np.linspace(-30, 30, 1201)
spacing = levels[1] - levels[0]
n_chain = 40
ladder_rho = []
for factor in (0.25, 1.0, 4.0):
    gamma = factor * gamma_opt
    big = np.zeros((n_chain + len(levels),) * 2)
    big[:n_chain, :n_chain] = alternating_chain(n_chain)
    big[n_chain:, n_chain:] = np.diag(levels)
    big[0, n_chain:] = big[n_chain:, 0] = np.sqrt(gamma * spacing / np.pi)
    e, v = np.linalg.eigh(big)
    j = np.argmin(abs(e - E0))
    value = v[0, j]**2 * 2 / (e[j + 1] - e[j - 1])
    assert abs(value / density(e[j], gamma) - 1) < 0.01
    # Tolerance covers one discrete level at the Fermi energy and the band cutoff.
    assert abs(np.sum(v[0, e < 0]**2) - occupation(gamma)) < 0.015
    ladder_rho.append(value)
assert ladder_rho[1] > max(ladder_rho[0], ladder_rho[2])

# Penetration does not depend on coupling; decay and total density.
E_test = 0.2
profiles = []
for gamma in (0.2, 5.0):
    r = site_densities(H, E_test, gamma)
    profiles.append(r[:8] / r[0])
assert np.allclose(profiles[0], profiles[1], rtol=1e-7)
kappa_test = np.arcsinh(np.sqrt(delta**2 - E_test**2) / (2 * t)) / a
assert abs(profiles[0][2] / np.exp(-4 * kappa_test * a) - 1) < 1e-7
h = 1e-4
for E in (E0, E_test):
    r = site_densities(H, E, 1.0)
    slope = (inverse_green(E + h) - inverse_green(E - h)).real / (2 * h)
    assert abs(r.sum() / r[0] - slope) < 1e-5
kappa = np.arcsinh(delta / (2 * t)) / a
r_opt = site_densities(H, E0, gamma_opt)
assert abs(r_opt[1] / r_opt[0] - np.exp(-2 * kappa * a)) < 1e-8

# A very strongly coupled end site leaves behind a chain that starts at site two.
G22 = full_green(H, E0, 1e5)[1, 1]
assert abs(G22 - 1 / inverse_green(E0, -delta)) < 1e-4

# Total end-site weight is conserved while its share inside the gap changes.
edge = np.sqrt(delta**2 + 4 * t**2)
gap_weights = []
for factor in (0.25, 1.0, 4.0):
    f = lambda E: density(E, factor * gamma_opt)
    cuts = [-np.inf, -edge, -delta, delta, edge, np.inf]
    parts = [quad(f, lo, hi, limit=300)[0] for lo, hi in zip(cuts[:-1], cuts[1:])]
    assert abs(sum(parts) - 1) < 1e-5
    gap_weights.append(parts[2])

# Exceptions in a dimerised chain: an end state, and a zero of the Green function.
def dimerised(n, first, second):
    return chain_matrix(np.zeros(n), np.where(np.arange(n - 1) % 2 == 0, first, second))


for gamma in (0.1, 1.0, 4.0):
    end_state = site_densities(dimerised(41, 0.5, 0.9), 0.0, gamma)[0]
    assert abs(end_state * np.pi * gamma - 1) < 1e-8
    assert abs(site_densities(dimerised(40, 0.9, 0.5), 0.0, gamma)[0]) < 1e-12

# Band-edge mass from the two-site Bloch matrix.
def upper_band(k):
    c = 2 * t * np.cos(k * a)
    return np.linalg.eigvalsh([[delta, c], [c, -delta]])[1]


hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18
mass = hbar2_m * delta / (4 * t**2 * a**2)
k0, dk = np.pi / (2 * a), 0.005
curvature = (upper_band(k0 + dk) - 2 * upper_band(k0) + upper_band(k0 - dk)) / dk**2
assert abs(hbar2_m / curvature / mass - 1) < 1e-3

# Neglected effect: finite metal band, semi-elliptic and off centre.
W, centre = 5.0, 1.5
x = E0 - centre
metal_density = lambda e: 2 * np.sqrt(max(W**2 - e**2, 0)) / (np.pi * W**2)
g_metal = 2 * (x - 1j * np.sqrt(W**2 - x**2)) / W**2
pv = quad(metal_density, -W, W, weight="cauchy", wvar=x)[0]
assert abs(g_metal.real + pv) < 1e-5
rho_m = metal_density(x)
V_wide = np.sqrt(gamma_opt / (np.pi * rho_m))
V_band, rho_band = maximise(lambda V: -(1 / (D0 - V**2 * g_metal)).imag / np.pi)
assert abs(V_band**2 * abs(g_metal) / gamma_opt - 1) < 1e-5

# Neglected effect: charge on the end site shifts its own level (both spins).
U = 1.0
n_free = occupation(0.0)


def charge_shift(gamma):
    return brentq(lambda s: s - 2 * U * (occupation(gamma, s) - n_free), -2*U, 2*U)


def charged_density(gamma):
    return gamma / np.pi / ((D0 - charge_shift(gamma))**2 + gamma**2)


gamma_charge, rho_charge = maximise(charged_density, 0.1, 10)
assert charged_density(4 * gamma_charge) < rho_charge

# Neglected effect: the metal also touches site two with a tenth of the width.
def two_contacts(gamma):
    rest = E0 + delta + 0.1j * gamma - t**2 / D0
    return -(1 / (E0 - delta + 1j * gamma - t**2 / rest)).imag / np.pi


gamma_two, rho_two = maximise(two_contacts)
H2 = H.astype(complex)
H2[1, 1] -= 0.1j * gamma_two
assert abs(site_densities(H2, E0, gamma_two)[0] - rho_two) < 1e-9
assert two_contacts(4 * gamma_two) < rho_two

# Neglected effects: lateral momentum, temperature, depletion field.
wide_half_gap = 1.7
gamma_lateral = abs(inverse_green(E0, wide_half_gap))
T = 300.0
kT = const.k * T / const.e
thermal = quad(lambda E: density(E, gamma_opt) / (4*kT*np.cosh(E/(2*kT))**2),
               -0.5, 0.5, points=[0], limit=200)[0]
field = 0.5
decay_length = 1 / (2 * kappa)
field_drop = field * 0.1 * decay_length * 1000

print(f"gap 2*delta = {2*delta:.2f} eV, half gap = {delta:.2f} eV")
print(f"hopping t = {t:.2f} eV, site spacing a = {a:.2f} nm")
print(f"band-edge mass = {mass:.3f} electron masses")
print(f"chosen energy (midgap) = {E0:.2f} eV")
print(f"D at midgap = {D0:.4f} eV")
print(f"optimal gamma = {gamma_opt:.4f} eV")
print(f"optimal full width Gamma = {2*gamma_opt:.4f} eV")
print(f"maximum end density = {rho_max:.4f} per eV per spin")
for factor in (0.1, 0.25, 0.5, 1, 2, 4, 10):
    rho = site_densities(H, E0, factor * gamma_opt)[0]
    print(f"gamma/optimum {factor:g}: gamma = {factor*gamma_opt:.4f} eV, "
          f"density = {rho:.4f} /eV, ratio = {rho/rho_max:.4f}")
for factor, value in zip((0.25, 1, 4), ladder_rho):
    print(f"explicit metal levels, factor {factor:g}: density = {value:.4f} /eV")
for E, g, peak in optima:
    print(f"E = {E:+.2f} eV: optimal gamma = {g:.4f} eV, maximum = {peak:.4f} /eV")
print(f"kappa at midgap = {kappa:.4f} per nm, kappa*a = {kappa*a:.4f}")
print(f"density decay length 1/(2 kappa) = {decay_length:.4f} nm")
print(f"site 2 / site 1 density = {r_opt[1]/r_opt[0]:.4f}")
print(f"all-site / end-site density = {r_opt.sum()/r_opt[0]:.4f}")
print(f"all-site density at optimum = {r_opt.sum():.4f} per eV per spin")
for factor, weight in zip((0.25, 1, 4), gap_weights):
    print(f"end-site weight inside gap, factor {factor:g} = {weight:.4f}")
print(f"metal band half width = {W:.1f} eV, centre = {centre:.1f} eV")
print(f"metal local density = {rho_m:.4f} per eV per spin")
print(f"optimal V, wide-band rule = {V_wide:.4f} eV")
print(f"optimal V, finite band = {V_band:.4f} eV")
print(f"maximum density, finite band = {rho_band:.4f} /eV")
print(f"finite-band change of maximum = {100*(rho_band/rho_max-1):+.1f} %")
print(f"charging energy U = {U:.1f} eV")
print(f"end occupation: isolated = {n_free:.4f} per spin")
print(f"end occupation: optimum, U=0 = {occupation(gamma_opt):.4f} per spin")
print(f"level shift at charged optimum = {charge_shift(gamma_charge):.4f} eV")
print(f"charged optimum gamma = {gamma_charge:.4f} eV, density = {rho_charge:.4f} /eV")
print(f"10% contact to site 2: gamma = {gamma_two:.4f} eV, density = {rho_two:.4f} /eV")
print(f"larger lateral gap = {2*wide_half_gap:.1f} eV: gamma = {gamma_lateral:.4f} eV")
print(f"T = {T:.0f} K, kT = {1000*kT:.2f} meV")
print(f"thermal change of density = {100*(thermal/rho_max-1):+.2f} %")
print(f"field = {field:.1f} MV/cm: drop over decay length = {field_drop:.1f} meV")
print("done: every assertion held")
```

Running it gives:

```
gap 2*delta = 1.10 eV, half gap = 0.55 eV
hopping t = 0.70 eV, site spacing a = 0.24 nm
band-edge mass = 0.371 electron masses
chosen energy (midgap) = 0.00 eV
D at midgap = -1.0271 eV
optimal gamma = 1.0271 eV
optimal full width Gamma = 2.0542 eV
maximum end density = 0.1550 per eV per spin
gamma/optimum 0.1: gamma = 0.1027 eV, density = 0.0307 /eV, ratio = 0.1980
gamma/optimum 0.25: gamma = 0.2568 eV, density = 0.0729 /eV, ratio = 0.4706
gamma/optimum 0.5: gamma = 0.5135 eV, density = 0.1240 /eV, ratio = 0.8000
gamma/optimum 1: gamma = 1.0271 eV, density = 0.1550 /eV, ratio = 1.0000
gamma/optimum 2: gamma = 2.0542 eV, density = 0.1240 /eV, ratio = 0.8000
gamma/optimum 4: gamma = 4.1083 eV, density = 0.0729 /eV, ratio = 0.4706
gamma/optimum 10: gamma = 10.2708 eV, density = 0.0307 /eV, ratio = 0.1980
explicit metal levels, factor 0.25: density = 0.0720 /eV
explicit metal levels, factor 1: density = 0.1515 /eV
explicit metal levels, factor 4: density = 0.0726 /eV
E = -0.30 eV: optimal gamma = 1.7839 eV, maximum = 0.0892 /eV
E = +0.00 eV: optimal gamma = 1.0271 eV, maximum = 0.1550 /eV
E = +0.30 eV: optimal gamma = 0.5247 eV, maximum = 0.3033 /eV
kappa at midgap = 1.5975 per nm, kappa*a = 0.3834
density decay length 1/(2 kappa) = 0.3130 nm
site 2 / site 1 density = 0.4645
all-site / end-site density = 1.8674
all-site density at optimum = 0.2894 per eV per spin
end-site weight inside gap, factor 0.25 = 0.1991
end-site weight inside gap, factor 1 = 0.1754
end-site weight inside gap, factor 4 = 0.0754
metal band half width = 5.0 eV, centre = 1.5 eV
metal local density = 0.1215 per eV per spin
optimal V, wide-band rule = 1.6406 eV
optimal V, finite band = 1.6024 eV
maximum density, finite band = 0.2112 /eV
finite-band change of maximum = +36.3 %
charging energy U = 1.0 eV
end occupation: isolated = 0.1477 per spin
end occupation: optimum, U=0 = 0.3401 per spin
level shift at charged optimum = 0.3103 eV
charged optimum gamma = 1.1347 eV, density = 0.1174 /eV
10% contact to site 2: gamma = 0.9859 eV, density = 0.1556 /eV
larger lateral gap = 3.4 eV: gamma = 1.9511 eV
T = 300 K, kT = 25.85 meV
thermal change of density = +0.13 %
field = 0.5 MV/cm: drop over decay length = 15.6 meV
done: every assertion held
```
